# A tight-binding electron in a static field: levels, eigenstates and turning points

An electron of charge $-e$ (with $e>0$) moves on an infinite chain of sites $x=na$, one orbital per site. It hops between nearest neighbours with amplitude $-J$, where $J>0$. Without a field its energy is $-2J\cos ka$, so the full bandwidth is $W=4J$. A static field of strength $E$ is directed so that the electron's potential energy is $+eEx$; the force on it is $-eE$. With $F=eEa$, the potential step per site, the amplitudes $c_n$ of a stationary state obey

$$-J(c_{n+1}+c_{n-1})+Fn\,c_n=\varepsilon c_n,\qquad F>0. \tag{1}$$

The position operator is taken as diagonal in the site basis. Other bands, scattering and electron-electron interaction are left out. We write $\theta=ka$ for the dimensionless wave number.

### (a) Find all energy levels.

**Solution.** Represent the amplitudes by a function on the Brillouin zone,

$$c_n=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,e^{in\theta}\varphi(\theta),\qquad \varphi(\theta)=\sum_n c_n e^{-in\theta}.$$

The amplitudes $c_{n\pm1}$ correspond to $e^{\pm i\theta}\varphi$, so the hopping term becomes $-2J\cos\theta\,\varphi$. For the field term, use $n e^{in\theta}=-i\,d(e^{in\theta})/d\theta$ and integrate by parts:

$$n c_n=-\frac{i}{2\pi}\Big[e^{in\theta}\varphi\Big]_{-\pi}^{\pi}+\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}e^{in\theta}\,i\varphi'(\theta).$$

The boundary term vanishes if $\varphi$ is continuous around the zone. It is: for $Hc$ to be normalizable, $\sum_n n^2|c_n|^2$ must be finite, because hopping is a bounded operation. By the Cauchy-Schwarz inequality,

$$\Big(\sum_n|c_n|\Big)^2\le\sum_n(1+n^2)|c_n|^2\;\sum_n\frac1{1+n^2}<\infty,$$

so the series for $\varphi$ converges uniformly to a continuous periodic function. Thus $n$ acts as $i\,d/d\theta$, and (1) becomes

$$iF\varphi'-2J\cos\theta\,\varphi=\varepsilon\varphi
\quad\Rightarrow\quad
\varphi'=-\frac iF(\varepsilon+2J\cos\theta)\varphi .$$

This first-order equation has, up to a constant factor, the one solution

$$\varphi(\theta)=\exp\!\Big[-\frac iF(\varepsilon\theta+2J\sin\theta)\Big].$$

The sine has the same value at $\pm\pi$, so continuity requires $e^{-2\pi i\varepsilon/F}=1$, or

$$\boxed{\varepsilon_m=mF=m\,eEa,\qquad m=0,\pm1,\pm2,\dots}$$

This is the Wannier-Stark ladder. Each level is nondegenerate. With $z=2J/F$, its function is $\varphi_m=e^{-im\theta}e^{-iz\sin\theta}$. The factors $e^{-im\theta}$ form the complete orthonormal Fourier basis, and multiplying them all by the same function of modulus one preserves both properties. The eigenstates therefore span the whole space, and no continuous band remains for any $F>0$.

The spacing does not contain $J$. Moving a state up by one site leaves its hopping energy unchanged and raises its potential energy by $F$, so each level implies another one $F$ higher.

### (b) Find the eigenstates on the sites, and check them in (1).

**Solution.** Transforming $\varphi_m$ back gives

$$c_n^{(m)}=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,e^{i[(n-m)\theta-z\sin\theta]}.$$

This is Bessel's integral for integer order, so

$$\boxed{c_n^{(m)}=J_{n-m}(z),\qquad z=\frac{2J}{F}=\frac{W}{2eEa}.}$$

Here $J_\nu$ with an index is a Bessel function and $J$ without one is the hopping energy. The order $\nu=n-m$ is the distance from the centre of the state; the field enters through the argument.

For the check, integrate a total derivative over the zone:

$$0=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{d}{d\theta}e^{i(\nu\theta-z\sin\theta)}
=i\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}(\nu-z\cos\theta)e^{i(\nu\theta-z\sin\theta)}.$$

Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$, this says $J_{\nu+1}+J_{\nu-1}=(2\nu/z)J_\nu$. The left side of (1) is then

$$\Big[-\frac{2J}{z}(n-m)+Fn\Big]J_{n-m}(z)=[-F(n-m)+Fn]J_{n-m}(z)=mF\,J_{n-m}(z),$$

as required.

Substituting $\theta\to\pi-\theta$ in the integral gives $J_{-\nu}=(-1)^\nu J_\nu$. The probability is symmetric about $m$, although the potential is not; the amplitudes on the lower side carry an additional alternating sign.

In a strong field, $z\ll1$, the state sits almost entirely on site $m$. To first order in $z$, the integral gives $J_{\pm1}(z)\approx\pm z/2=\pm J/F$. Perturbation theory agrees: the matrix element $-J$ divided by the energy difference $\mp F$ is $\pm J/F$.

### (c) Find the semiclassical turning points for energy $mF$. What does quantizing this orbit give?

**Solution.** The semiclassical equations are

$$\hbar\dot\theta=-F,\qquad \hbar\dot n=\frac{d}{d\theta}(-2J\cos\theta)=2J\sin\theta .$$

They conserve $Fn-2J\cos\theta$, since its time derivative is $(2JF\sin\theta-2JF\sin\theta)/\hbar=0$. Setting this energy equal to $mF$ gives

$$n=m+z\cos\theta. \tag{2}$$

The electron therefore oscillates between

$$\boxed{x_\pm=(m\pm z)a,\qquad x_+-x_-=2za=\frac{W}{eE}.}$$

At the upper point $\theta=0$: the potential energy is highest and the band energy is at its minimum $-2J$. At the lower point $\theta=\pi$, and the band energy is at its maximum $+2J$. The electron turns back there although the force still pulls it down, because the band holds no state of higher energy. This is Bragg reflection. Since $\theta$ crosses the zone at constant rate, the period is $T=2\pi\hbar/F=h/(eEa)$.

For the quantization, compare (2) with the equation for $\varphi$ in (a). For general $\varepsilon$, the orbit is $n(\theta)=(\varepsilon+2J\cos\theta)/F$, so $\varphi'=-i\,n(\theta)\varphi$. A single-valued $\varphi$ requires

$$\int_{-\pi}^{\pi}n(\theta)\,d\theta=\frac{2\pi\varepsilon}{F}=2\pi m.$$

Semiclassical quantization thus reproduces the ladder without error in this model. There is no additional phase, because the equation in $\theta$ is of first order and $\theta$ never reverses its motion.

### (d) For large $z$, what does the eigenstate look like between the turning points?

**Solution.** The phase in the Bessel integral is $\Phi=\nu\theta-z\sin\theta$. Contributions add up where

$$\Phi'=\nu-z\cos\theta=0,$$

which is again the orbit (2). For $|\nu|<z$ there are two real points, $\theta=\pm\theta_\nu$ with $\theta_\nu=\arccos(\nu/z)$: the electron passes each site once going up and once going down. Let $s=\sqrt{z^2-\nu^2}=z\sin\theta_\nu$. Then

$$\Phi(\pm\theta_\nu)=\pm(\nu\theta_\nu-s),\qquad \Phi''(\pm\theta_\nu)=\pm s .$$

Each Gaussian integral contributes $\sqrt{2\pi/s}\,e^{\pm i\pi/4}/(2\pi)$ times its phase factor. The two terms are complex conjugates, and their sum is

$$J_\nu(z)\approx\sqrt{\frac{2}{\pi s}}\cos\!\Big(s-\nu\theta_\nu-\frac\pi4\Big). \tag{3}$$

Averaged over the oscillations, the squared cosine gives $1/2$, and the probability per site is $1/(\pi s)$. The classical orbit has the same density. By (2) its speed is $|\dot n|=(F/\hbar)z|\sin\theta|=Fs/\hbar$, and two passages per period give

$$\frac{2}{T|\dot n|}=\frac{2\hbar}{TFs}=\frac1{\pi s}.$$

The averaged probability per site is largest near the turning points, where the electron is slow.

Formula (3) needs two well-separated stationary points: their Gaussian width $s^{-1/2}$ must be small compared with both $\theta_\nu$ and $\pi-\theta_\nu$, since the points merge at $\theta=0$ for $\nu\to z$ and at $\theta=\pm\pi$ for $\nu\to-z$. By $J_{-\nu}=(-1)^\nu J_\nu$ the two edges behave alike. Near the upper edge, $\theta_\nu\approx\sqrt{2(z-\nu)/z}$ and $s\approx z\theta_\nu$. The condition $s\theta_\nu^2\gg1$ then requires $z-\nu$ to be large compared with a length of order $z^{1/3}$ sites.

### (e) What happens at the turning points and beyond them?

**Solution.** Near $\nu=z$ the stationary points merge at $\theta=0$. There $\sin\theta\approx\theta-\theta^3/6$, so $\Phi\approx(\nu-z)\theta+z\theta^3/6$. With $\theta=(2/z)^{1/3}t$ the cubic term becomes $t^3/3$, and

$$J_\nu(z)\approx\Big(\frac2z\Big)^{1/3}\mathrm{Ai}\!\left[\Big(\frac2z\Big)^{1/3}(\nu-z)\right],
\quad \mathrm{Ai}(u)=\int_{-\infty}^{\infty}\frac{dt}{2\pi}e^{i(t^3/3+ut)}.$$

The lower edge has the same form with the factor $(-1)^\nu$. The turning point is thus a transition of width about $a(z/2)^{1/3}$, not a sharp end. Relative to the orbit this width falls as $z^{-2/3}$.

For $\nu>z$, shift the integration path to $\theta+i\kappa$ with $\kappa>0$. The integrand is analytic and periodic, so the two vertical sides cancel. Using $\sin(\theta+i\kappa)=\sin\theta\cosh\kappa+i\cos\theta\sinh\kappa$, its modulus is

$$e^{-\nu\kappa+z\cos\theta\sinh\kappa}\le e^{-\nu\kappa+z\sinh\kappa}.$$

The right side is smallest when $\cosh\kappa=\nu/z$. With $q=z\sinh\kappa=\sqrt{\nu^2-z^2}$ this gives the bound

$$|J_\nu(z)|\le e^{-\nu\kappa+q},\qquad \kappa=\operatorname{arccosh}(\nu/z).$$

On this path the exponent is $-\nu\kappa+q\cos\theta+i\nu(\theta-\sin\theta)$. Near $\theta=0$ its leading variation is $-q\theta^2/2$, and the Gaussian integral yields

$$J_\nu(z)\approx\frac{e^{-\nu\kappa+q}}{\sqrt{2\pi q}},$$

provided the cubic term is small over the Gaussian width, $\nu q^{-3/2}\ll1$. The condition $\cosh\kappa=\nu/z$ is energy conservation with an imaginary wave number. The decay rate $\kappa$ grows with distance, so the tail falls faster than any simple exponential.

How much probability lies outside? For large $z$ use the Airy form on both sides and replace the sum over sites by an integral; if $z$ is an integer, the site on the turning point then counts half. With $u=(2/z)^{1/3}(\nu-z)$,

$$P_{\rm out}\approx2\Big(\frac2z\Big)^{1/3}\int_0^\infty\mathrm{Ai}^2(u)\,du .$$

Because $\mathrm{Ai}''=u\,\mathrm{Ai}$, the derivative of $u\,\mathrm{Ai}^2-\mathrm{Ai}'^2$ is $\mathrm{Ai}^2$. Hence

$$P_{\rm out}\approx2\Big(\frac2z\Big)^{1/3}\mathrm{Ai}'(0)^2 .$$

The fraction outside vanishes in a weak field, but slowly, as $z^{-1/3}$. For non-integer $z$ the sum over the sites beyond $\pm z$ jumps by $2J_z(z)^2$ each time $z$ passes an integer, so the law then holds only up to a relative error of order $z^{-1/3}$. Near $z=1000$ it gives 0.0169, while the sites beyond the turning points hold 0.0189 at $z=999.99$ and 0.0150 at $z=1000.01$.

### (f) Compare the extent of the eigenstate and of the orbit when $z$ is not large.

**Solution.** Let $f=e^{-iz\sin\theta}$. Multiplying the amplitude by $\nu$ corresponds to $i\,d/d\theta$ acting on $f$, so

$$\langle\nu^2\rangle=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}|f'|^2=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}z^2\cos^2\theta=\frac{z^2}{2}.$$

Along the orbit $\nu=z\cos\theta$, with $\theta$ uniform in time, so the time average of $\nu^2$ is also $z^2/2$. The rms extent $za/\sqrt2$ agrees at every field strength.

The full distributions do not agree. From $f''=(iz\sin\theta-z^2\cos^2\theta)f$,

$$\langle\nu^4\rangle=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\big(z^2\sin^2\theta+z^4\cos^4\theta\big)=\frac{z^2}{2}+\frac{3z^4}{8}.$$

The orbit gives $3z^4/8$. The excess relative to this value is $4/(3z^2)$: negligible for $z\gg1$, dominant for $z\ll1$. In the latter case the orbit is smaller than one site spacing, while the eigenstate has a probability of about $z^2/4$ on each of the two neighbouring sites. These sites supply the extra term $z^2/2$.

### (g) How does a wave packet move?

**Solution.** Define $(Vc)_n=c_{n+1}$, so that $H=-J(V+V^\dagger)+F\hat n$. From $(\hat nVc)_n=nc_{n+1}$ and $(V\hat nc)_n=(n+1)c_{n+1}$ follows $[\hat n,V]=-V$. Since $V$ and $V^\dagger$ commute,

$$\dot V=\frac i\hbar[H,V]=-\frac{iF}{\hbar}V\quad\Rightarrow\quad V(t)=e^{-iFt/\hbar}V.$$

Also $[V,\hat n]=V$ and $[V^\dagger,\hat n]=-V^\dagger$, hence

$$\dot{\hat n}=\frac i\hbar[H,\hat n]=-\frac{iJ}{\hbar}\big(e^{-iFt/\hbar}V-e^{iFt/\hbar}V^\dagger\big).$$

The integral of $e^{-iFt/\hbar}$ from $0$ to $t$ is $(i\hbar/F)(e^{-iFt/\hbar}-1)$. The first term therefore contributes $(J/F)(e^{-iFt/\hbar}-1)V$, and the second its adjoint:

$$\langle n\rangle_t=\langle n\rangle_0+z\,\mathrm{Re}\big[(e^{-iFt/\hbar}-1)\langle V\rangle_0\big].$$

Take a Gaussian packet $c_n\propto e^{-(n-n_0)^2/4\sigma^2+i\theta_0n}$, with $n_0$ an integer. In $c_n^*c_{n+1}$, set $j=n-n_0$ and use $j^2+(j+1)^2=2(j+\tfrac12)^2+\tfrac12$. This gives $\langle V\rangle_0=e^{i\theta_0}e^{-1/8\sigma^2}$, apart from the difference between sums over half-integers and integers, which is a relative correction of about $-4e^{-2\pi^2\sigma^2}$: roughly 3% at $\sigma=0.5$ and negligible for $\sigma\gtrsim1$. To this accuracy,

$$\langle n\rangle_t=n_0+z\,e^{-1/8\sigma^2}\Big[\cos\!\Big(\theta_0-\frac{Ft}{\hbar}\Big)-\cos\theta_0\Big].$$

For a packet broad compared with one site, $e^{-1/8\sigma^2}\approx1$ and the mean position follows the semiclassical orbit. At $t=T$ each eigenstate has acquired the factor $e^{-2\pi im}=1$, so any packet, broad or narrow, returns to its initial state.

### (h) Evaluate the results for $W=80$ meV, $a=10$ nm and $E=0.40$ MV/m.

**Solution.** These are round model parameters, for which meV, nm and ps are natural units. The potential drop per site is $0.40\ \mathrm{MV/m}\times10\ \mathrm{nm}=4.0$ mV, so

$$eEa=4.0\ \mathrm{meV}=1.47\times10^{-4}\ \text{hartree},\qquad z=\frac{80}{2\times4.0}=10 .$$

The turning points lie 10 sites on either side of the centre, 200 nm apart, and the period is $T=1.034$ ps. The rms extent is $10/\sqrt2=7.07$ sites, or 70.7 nm, for both eigenstate and orbit.

Amplitudes from diagonalizing a finite chain compare with the approximations as follows ($m=0$):

| $n$ | eigenstate | approximation | form |
|---|---|---|---|
| 0 | −0.2459 | −0.2468 | oscillating |
| 6 | −0.0145 | −0.0226 | oscillating |
| 9 | 0.2919 | 0.3380 | oscillating |
| 10 | 0.2075 | 0.2076 | Airy |
| 11 | 0.1231 | 0.1385 | decaying |
| 16 | 0.00157 | 0.00159 | decaying |

The oscillating and decaying forms fail towards the edge, as their conditions predict: at $n=9$ the error is 16% of the eigenstate amplitude. At $n=6$ the absolute error is 0.008, but it is relatively large because the amplitude is nearly zero. The outermost maximum is at site 8, two sites inside the turning point, comparable with the edge width of 1.7 sites.

The sites beyond $|n|=10$ hold 4.0% of the probability; with half of the two turning-point sites it is 8.3%. At $z=1000$ the corresponding value is 0.01693, against 0.01688 from the Airy law. Scaling the latter by $100^{1/3}=4.64$ gives 0.078 for $z=10$, so the leading-order law falls short of the eigenstate value 0.083 by about 6% of that value.

A packet with $\sigma=5$ released at $n=0$, $\theta=0$ starts at its upper turning point. After half a period its mean is $-2\times10\times e^{-1/200}=-19.90$ sites; the semiclassical electron reaches $-20$.

In a field ten times stronger, $eEa=40$ meV and $z=1$, and the central site alone holds 58.6% of the probability.

The ladder belongs to the infinite chain. In a chain of 161 sites the central levels follow it to rounding error, but the top two are 11.5 meV apart instead of 4.0 meV, because states there are cut off by the end. Coupling to other bands and scattering, both present in a crystal, are left out here. If they broaden each level to a width $\hbar/\tau$, the ladder is clearly resolved only when $\tau$ is long compared with $\hbar/(eEa)$. The numerical output below lists the remaining amplitudes and the comparisons at larger $z$.

## Values computed for the example and the checks

```
bandwidth W = 80.0 meV, hopping J = 20.0 meV
site spacing a = 10.0 nm
field E = 0.40 MV/m
ladder spacing eEa = 4.0000 meV = 1.4700e-04 hartree
Bessel argument z = 10.0000
Bloch period T = 1.0339 ps
largest ladder error, 82 levels = 5.7e-14 meV
largest amplitude error, 82 states = 5.1e-15
top level spacing of 161-site chain = 11.496 meV
orbit turning points = -10.000, 10.000 sites
turning-point separation = 200.00 nm
rms extent, eigenstate = 7.0711 sites = 70.71 nm
rms extent, orbit = 7.0711 sites
outermost-lobe peak at site = 8
edge width (z/2)^(1/3) = 1.710 sites
probability on sites |n| > z = 0.0404
same plus half weight at |n| = z: 0.0834
site n, eigenstate amplitude, semiclassical amplitude (m = 0):
   -12    0.06337    0.06720  decaying
   -11   -0.12312   -0.13852  decaying
   -10    0.20749    0.20762  Airy
    -9   -0.29186   -0.33796  oscillating
    -8    0.31785    0.32501  oscillating
     0   -0.24594   -0.24676  oscillating
     2    0.25463    0.25489  oscillating
     4   -0.21960   -0.21737  oscillating
     6   -0.01446   -0.02255  oscillating
     8    0.31785    0.32501  oscillating
     9    0.29186    0.33796  oscillating
    10    0.20749    0.20762  Airy
    11    0.12312    0.13852  decaying
    12    0.06337    0.06720  decaying
    14    0.01196    0.01227  decaying
    16    0.00157    0.00159  decaying
z = 200: largest error, oscillating form |n|<=150: 1.9e-04
z = 200: largest error, Airy form |n-z|<=10: 4.0e-04
z = 200: eigenstate / decaying form at n=230: 0.9939
z = 200: probability on |n|<=100: 0.3337
z = 200: classical time fraction: 0.3352
z = 1000: probability outside = 0.01693
z = 1000: Airy law for it = 0.01688
packet width sigma = 5.0 sites, start n = 0, theta = 0
packet mean at T/2 = -19.9002 sites
semiclassical position at T/2 = -20.0000 sites
packet revival probability at T = 1.0000000000
tenfold field: eEa = 40.00 meV, z = 1.000
tenfold field: central-site probability = 0.5855
```
